# Escaping a symmetric saddle in the relaxation of an oxygen vacancy

## One coordinate

Let an atom next to a vacancy have one sideways coordinate \(x\) and the energy

\[
V(x)=-\tfrac12\alpha x^2+\tfrac14\beta x^4,\qquad \alpha,\beta>0 .
\]

The force is \(-V'=\alpha x-\beta x^3\). A relaxation started at \(x=0\) finds no force and reports convergence, although \(V''(0)=-\alpha<0\) makes the point a maximum. The force test cannot tell the two cases apart; the second derivative can. After a push to \(x=\delta\) the energy is lower by about \(\alpha\delta^2/2\), and a minimizer that never raises the energy cannot climb back. It ends at \(x=\pm\sqrt{\alpha/\beta}\), where \(V''=-\alpha+3\alpha=2\alpha>0\).

With several atoms, the point may be a minimum in some directions and a maximum in others. The number of negative Hessian eigenvalues is called its index. If no eigenvalue vanishes, the index is zero for a minimum and positive for a saddle or maximum.

## Why symmetry holds the trap shut

Let an orthogonal matrix \(g\) represent a symmetry, so that \(E(gX)=E(X)\) for all structures \(X\). Differentiation gives \(g^{T}\nabla E(gX)=\nabla E(X)\). If the structure is itself symmetric, \(gX=X\), then

\[
\nabla E(X)=g\,\nabla E(X).
\]

The force has the symmetry of the structure. A descent step whose scaling also respects \(g\) therefore preserves the symmetry, apart from rounding. The relaxation finds a stationary point within the symmetric structures and learns nothing about directions that leave them.

## A coupled cluster

Four cations surround the vacancy. They share an outward displacement \(Q\); cation \(i\) also has a sideways displacement \(x_i\). The cations form a ring, with \(x_5=x_1\). The model energy is

\[
\begin{aligned}
E={}&\tfrac12KQ^2-FQ+\sum_i\left[\tfrac12(A-GQ)x_i^2+\tfrac14Bx_i^4\right]\\
&+\tfrac12k\sum_i(x_i-x_{i+1})^2 .
\end{aligned}
\]

The vacancy pushes the cations outward with total force \(F\). This compresses the bonds behind them and lowers their sideways stiffness, as in buckling; \(G\) measures the effect. All constants are positive. The surrounding solid is fixed, so there are no free translations.

The energy is unchanged when all \(x_i\) change sign. From \(x_i=0\), only \(Q\) can relax:

\[
KQ-F=0,\qquad Q_s=F/K,\qquad E_s=-F^2/(2K).
\]

The second derivatives are

\[
\begin{aligned}
E_{QQ}&=K,\qquad E_{Qx_i}=-Gx_i,\\
E_{x_ix_i}&=A-GQ+3Bx_i^2+2k,\qquad E_{x_ix_{i\pm1}}=-k .
\end{aligned}
\]

At the symmetric point the mixed terms with \(Q\) vanish. A ring wave \(x_j\propto e^{i\theta j}\) turns the neighbour terms into \(-k(e^{i\theta}+e^{-i\theta})=-2k\cos\theta\). Let \(\alpha=GF/K-A\), and assume from here on that the outward force is large enough to make \(\alpha>0\). The sideways eigenvalues are

\[
\lambda_\theta=-\alpha+2k(1-\cos\theta),\qquad \theta=0,\tfrac{\pi}{2},\pi,\tfrac{3\pi}{2},
\]

or \(-\alpha\), \(-\alpha+2k\) twice, and \(-\alpha+4k\). Before relaxation, at \(Q=0\), \(-\alpha\) is replaced by \(A>0\) and every eigenvalue is positive. The check must therefore follow the relaxation: here the relaxation itself creates the instability.

## The scheme

```
X = relax(X0, tight force tolerance)
repeat:
    H = Hessian at X from central force differences
    (lambda, v) = lowest eigenpair of H
    if lambda > +threshold:  return X, "local minimum"
    if lambda >= -threshold: return X, "undecided"
    ends = []
    for sign in (+1, -1):
        d = initial push
        while E(X + sign*d*v) >= E(X) and d > d_min:
            d = d/2
        if E(X + sign*d*v) < E(X):
            ends.add(relax(X + sign*d*v))
    if ends is empty: tighten X and repeat
    X = end of lowest energy
```

For a unit eigenvector \(v\) with eigenvalue \(\lambda<0\) and a small residual gradient \(g\),

\[
E(X\pm\delta v)-E(X)=\pm\delta\,g\cdot v-\tfrac12|\lambda|\delta^2+O(\delta^3).
\]

Both signs lower the energy if \(|g\cdot v|<|\lambda|\delta/2\) and \(\delta\) is small enough for the cubic remainder to be negligible. Without a symmetry that exchanges them, the two signs can lead to different minima, so both are tried.

The relaxation must be monotone. A suitable step is \(X'=X-tDg\), with a positive diagonal scaling \(D\); \(t\) is halved until

\[
E(X')\le E(X)-c\,t\,g^{T}Dg,\qquad 0<c<1 .
\]

If the energy is bounded below and its gradient changes at a bounded rate in the region visited, the accepted \(t\) stays above a positive value. The sum of all decreases is finite, so \(g^TDg\) tends to zero. Each new stop lies below the previous saddle, hence no saddle is visited twice. If the stationary energies are finite in number, the loop ends. These statements assume energies accurate enough to resolve the decreases.

## How far to push

At the trap, let \(v\) be a purely sideways eigenvector. With \(Q\) held at \(Q_s\), the energy along it is

\[
E-E_s=-\tfrac12|\lambda|\delta^2+\tfrac14B\delta^4\sum_i v_i^4 .
\]

It is negative for

\[
\delta^2<\frac{2|\lambda|}{B\sum_i v_i^4}.
\]

There is also a lower limit. To leading order the restart feels the force components \(|\lambda|\delta v_i\). If the largest is below the force tolerance \(f_{\rm tol}\), the sideways forces cannot keep the descent going; the force on \(Q\), of second order in \(\delta\), at most readjusts \(Q\). To leading order, a useful push therefore needs

\[
\delta>\delta_{\min}=\frac{f_{\rm tol}}{|\lambda|\max_i|v_i|}.
\]

A push near the upper limit is allowed by energy but may enter a remote basin. If \(\delta_{\min}\) is far below that limit, a value a few times \(\delta_{\min}\) is the more local choice.

For a weak instability the two limits approach each other, and the tolerance itself must be tightened. With \(Q\) held and equal \(|x_i|=x\), the outward force \(|\lambda|x-Bx^3\) never exceeds

\[
\frac{2|\lambda|}{3}\sqrt{\frac{|\lambda|}{3B}} .
\]

The tolerance should lie well below this value. For \(|\lambda|=0.2\) eV/Å\(^2\) and \(B=13\) eV/Å\(^4\) it is only 0.0095 eV/Å.

## The Hessian step and the threshold

Displace cation \(j\) by \(\pm h\) from the trap. Its gradient is \((A-GQ_s+2k)(\pm h)+B(\pm h)^3\), so the central difference gives

\[
\frac{g_j(h)-g_j(-h)}{2h}=A-GQ_s+2k+Bh^2 .
\]

The neighbour terms are linear and carry no error. The gradient along \(Q\) is even in \(h\) and cancels. Every sideways eigenvalue is thus raised by \(Bh^2\), and the lowest mode is hidden once \(h>\sqrt{\alpha/B}\).

A small \(h\) has its own price. If each force component has an error up to \(\epsilon\), each Hessian element has an error up to \(\epsilon/h\). For \(N\) coordinates, the eigenvalues move by at most \(N\epsilon/h\), since a symmetric matrix with elements bounded by \(\eta\) has norm at most \(N\eta\). The threshold should exceed this bound plus the truncation error. An eigenvalue inside the threshold leaves the quadratic test undecided.

## Where the escape should end

The model allows a proof of its lowest energy. Let \(S=\sum_i x_i^2\). For fixed \(x_i\), the best \(Q\) follows from \(KQ-F-GS/2=0\):

\[
Q=\frac{F+GS/2}{K}.
\]

The terms in \(Q\) then sum to

\[
-\frac{(F+GS/2)^2}{2K}=-\frac{F^2}{2K}-\frac{FGS}{2K}-\frac{G^2S^2}{8K}.
\]

Adding the rest and subtracting \(E_s\) gives

\[
\begin{aligned}
\Delta E={}&-\tfrac12\alpha S+\tfrac14B\sum_i x_i^4-\frac{G^2S^2}{8K}\\
&+\tfrac12k\sum_i(x_i-x_{i+1})^2 .
\end{aligned}
\]

The Cauchy–Schwarz inequality gives \(S^2\le4\sum_i x_i^4\), and the coupling is not negative. With \(b=B-2G^2/K\),

\[
\Delta E\ge-\tfrac12\alpha S+\tfrac1{16}bS^2\ge-\frac{\alpha^2}{b}\qquad(b>0).
\]

The second bound is reached at \(S=4\alpha/b\). Equality in the first needs equal \(x_i\). The ground wells are therefore \(x_i=+x_w\) for all \(i\) and \(x_i=-x_w\) for all \(i\), with \(x_w=\sqrt{\alpha/b}\). For \(b<0\) the energy is unbounded below along the uniform direction, and the model has no ground state.

### The lowest pass

Any path between these wells crosses \(\sum_i x_i=0\). On that plane the uniform ring wave is absent, so the coupling energy is at least \(kS\). The same steps give, for \(2k<\alpha\),

\[
\Delta E\ge-\tfrac12(\alpha-2k)S+\tfrac1{16}bS^2\ge-\frac{(\alpha-2k)^2}{b}.
\]

Equality holds at \((a,a,-a,-a)\) with \(a^2=S/4=(\alpha-2k)/b\). If this point leads down to both wells, the lowest barrier is

\[
E_b=\frac{\alpha^2-(\alpha-2k)^2}{b}=\frac{4k(\alpha-k)}{b}.
\]

For \(2k\ge\alpha\), the minimum on the plane is the symmetric point itself and the barrier is \(\alpha^2/b\).

At \((a,a,-a,-a)\) the uniform direction decouples from \(Q\), because the \(x_i\) sum to zero. There \(Q=(F+2Ga^2)/K\), and the uniform eigenvalue is

\[
\lambda_u=-\alpha+\left(3B-\frac{2G^2}{K}\right)a^2 .
\]

If \(\lambda_u<0\), the point is unstable towards the wells. If \(\lambda_u>0\), it is a local minimum: the two other directions orthogonal to \(x\) gain positive coupling, and along \(x\), after elimination of \(Q\), the curvature is \(-\alpha+2k+3ba^2=2(\alpha-2k)>0\). A push from the trap along the lowest, uniform mode still leads to a ground well. After another start, or a first push along \((1,1,-1,-1)\), the scheme may stop at this point, correctly reporting a minimum that is not the lowest.

### A second trap

The pair of eigenvalues \(-\alpha+2k\) permits many eigenvectors. Take \((1,0,-1,0)\). It is unchanged when cations 1 and 3 are exchanged and all signs are reversed, so the descent keeps the form \((c,0,-c,0)\). With \(S=2c^2\), the force on cation 1 vanishes when

\[
-\alpha+2k+Bc^2-\frac{G^2c^2}{K}=0,\qquad c^2=\frac{\alpha-2k}{B-G^2/K}.
\]

This new stationary point has less symmetry, but it is never a minimum: by the force balance, the Hessian element of cation 2 is \(A-GQ+2k=-Bc^2<0\), and a negative diagonal element implies a negative eigenvalue. The Hessian must be checked after every escape.

## Worked example

The parameters, chosen to make the instability clear, are \(K=40\) eV/Å\(^2\), \(F=8\) eV/Å, \(A=0.8\) eV/Å\(^2\), \(G=10\) eV/Å\(^3\), \(B=13\) eV/Å\(^4\) and \(k=0.5\) eV/Å\(^2\). Then

\[
\begin{aligned}
Q_s&=8/40=0.20\ \text{Å},\\
\alpha&=10(0.20)-0.8=1.2\ \text{eV/Å}^2,\\
b&=13-2(100)/40=8\ \text{eV/Å}^4 .
\end{aligned}
\]

The sideways eigenvalues at the trap are \(-1.2,-0.2,-0.2\) and \(0.8\) eV/Å\(^2\): the index is three. Central differences with \(h=0.01\) Å raise them by \(13(0.01)^2=0.0013\) eV/Å\(^2\), well below the threshold of 0.02 eV/Å\(^2\). This threshold suits the exact model forces: by the bound \(N\epsilon/h\) with \(N=5\) it requires force errors below about \(4\times10^{-5}\) eV/Å. For errors of \(10^{-3}\) eV/Å the bound is 0.5 eV/Å\(^2\), larger than the weak eigenvalues, and a larger step or more accurate forces are needed. A step above 0.30 Å would hide even the lowest mode. Before relaxation the lowest eigenvalue is \(+0.80\) eV/Å\(^2\).

The lowest eigenvector has \(|v_i|=1/2\). For \(f_{\rm tol}=0.01\) eV/Å,

\[
\begin{aligned}
\delta_{\min}&=\frac{0.01}{1.2\times0.5}=0.017\ \text{Å},\\
\delta_{\max}&=\sqrt{\frac{2(1.2)}{13/4}}=0.86\ \text{Å}.
\end{aligned}
\]

With a push of \(0.9\,\delta_{\min}\) the descent stops after zero steps; with \(1.1\,\delta_{\min}\) it reaches a well in 43 steps. This run scales \(Q\) steps by \(1/K\) and sideways steps by \(1/8\) Å\(^2\)/eV.

Three routes were then followed with a push of 0.1 Å and a force tolerance of \(10^{-7}\) eV/Å. Energies are relative to the trap.

| First push | Next stop: index, energy | Final energy |
|---|---|---|
| lowest mode | 0, −0.180 eV | −0.180 eV |
| \((1,0,-1,0)\) | 2, −0.0019 eV | −0.180 eV |
| \((1,1,-1,-1)\) | 1, −0.0050 eV | −0.180 eV |

The second and third routes need another escape. Their intermediate displacements, \(c=0.138\) Å and \(a=0.158\) Å, agree with the formulas. All routes end at \(|x_i|=\sqrt{1.2/8}=0.387\) Å and \(Q=0.275\) Å, with an energy gain \(1.2^2/8=0.180\) eV, or 180 meV. The common sign of the \(x_i\) has no significance, since the two wells have equal energy.

The barrier from a well is \(4(0.5)(0.7)/8=0.175\) eV, slightly below the 0.180 eV height of the symmetric trap. An index-three trap is not the transition state. The pass has \(\lambda_u=-0.35\) eV/Å\(^2\), and descents on its two sides reach opposite wells. With the other parameters fixed, \(\lambda_u\) becomes positive for \(k\) below about 0.46 eV/Å\(^2\), and the pass turns into the local minimum described above.

## Cost

A full Hessian takes \(2N\) force evaluations; moving four cations in three dimensions gives \(N=12\) and 24 evaluations. Dense diagonalization grows as \(N^3\), but in electronic-structure work the forces usually dominate.

Restricting the Hessian to a few atoms gives a one-sided test. The lowest eigenvalue is the minimum of \(v^THv\) over unit vectors, and restriction removes candidates. A negative value in the block proves an instability of the full system; a positive one does not exclude it.

An iterative eigensolver needs only products \(Hv\), each available from two force evaluations. Its starting vector must have a component along the lowest mode, which a random vector almost surely has. Breaking one symmetry is not enough: at the trap, \((1,0,-1,0)\) is itself an eigenvector and never leads to the lowest mode. At a symmetric point \(H\) commutes with \(g\), so a symmetric vector stays symmetric in exact arithmetic and misses the modes sought.

## Disorder and false convergence

An amorphous site has no exact symmetry. Add a force \(f\) on every \(x_i\), through the energy \(-f\sum_i x_i\). Along equal \(x_i=x\),

\[
\Delta E=-2\alpha x^2+bx^4-4fx,\qquad f=-\alpha x+bx^3\ \text{at rest}.
\]

For \(f>0\), the well at negative \(x\) disappears at the maximum of the right-hand side, \(x=-\sqrt{\alpha/(3b)}\), where

\[
f_c=\frac{2\alpha}{3}\sqrt{\frac{\alpha}{3b}}=0.179\ \text{eV/Å}.
\]

The trap fails much earlier. With \(f=0.05\) eV/Å and \(f_{\rm tol}=0.01\) eV/Å, descent from \(x_i=0\) leaves unaided and stops at 0.405 Å, close to the well at 0.407 Å. With \(f=0.005\) eV/Å and a start at \(Q=0\), it stops below 0.001 Å (0.0006 Å with the scaling used above; the value depends on the minimizer), although this is not a stationary point. The Hessian there still has a negative eigenvalue. In a disordered film the scheme thus guards against loose tolerances and symmetrized starts; exact trapping is a special case.

## What the static model leaves out

In crystalline indium oxide each oxygen has four indium neighbours, which motivates the cluster; in an amorphous film the number varies. The ring is a simplification: four cations around an oxygen site form a tetrahedron with six pairs, of which the model couples four. The constants are assumed, not fitted, and \(G\) is larger than simple buckling would give. A straight harmonic bond of length \(L\) and stiffness \(K/4\), compressed by a small \(Q\), pushes back with force \(KQ/4\) and loses sideways stiffness \(KQ/(4L)\). To first order in \(Q/L\), this gives \(G=K/(4L)\), or 4.5 eV/Å\(^3\) for \(L=2.2\) Å, instead of 10. With the other constants unchanged, \(\alpha\) would fall to 0.11 eV/Å\(^2\) and the energy gain to 0.001 eV. The exact bond length changes these to 0.20 eV/Å\(^2\) and 0.003 eV, still far below the values of the example. The example shows how the scheme works; it is no evidence that a vacancy in the oxide buckles in this way. The sideways double well is an assumption, and 0.39 Å is a large displacement beside an In–O bond of roughly 2.2 Å. The outward force depends on the vacancy's charge state, which is held fixed.

The harmonic back bond is a further simplification. Expanding a Morse bond under compression \(Q\) to third order adds \(K\kappa Q^3/2\) to the harmonic energy; higher terms are dropped here. For an assumed \(\kappa=1.5\) Å\(^{-1}\), the trap obeys \(Q+2.25Q^2=0.2\), with \(Q\) in Å, so \(Q=0.150\) Å. The lowest eigenvalue weakens to about \(-0.70\) eV/Å\(^2\), and numerical descent with this cubic term gives a gain of 0.048 eV instead of 0.180 eV. The full Morse form shifts these values further, to \(Q=0.144\) Å, \(-0.64\) eV/Å\(^2\) and 0.040 eV. The scheme still works, but the energy is no prediction for the oxide. The disorder force of 0.05 eV/Å also matters: it separates the two wells by 0.155 eV, close to the first-order value \(8fx_w\).

Temperature changes the meaning of the result. At 300 K, \(k_BT=0.0259\) eV and \(E_b/k_BT=6.8\). Let \(u=\sum_i x_i/2\), a normalized coordinate with the cation mass \(m=115\) u. The mean one-way thermal speed is \(\sqrt{k_BT/(2\pi m)}\), so the classical transition-state rate is

\[
r=\sqrt{\frac{k_BT}{2\pi m}}\;
\frac{\int_{u=0}e^{-\Delta E/k_BT}\,d^3x}{\int_{u<0}e^{-\Delta E/k_BT}\,d^4x}.
\]

The integral over \(Q\) is a Gaussian whose width does not depend on \(x\), so it cancels. Quadrature gives \(6.5\times10^{10}\) s\(^{-1}\), a dwell time of 0.015 ns. This time is a lower bound, because recrossings are neglected. They are not small here: in Langevin dynamics of the model with a friction of 1 to 10 ps\(^{-1}\), the rate is only about 0.4 of this value, which lengthens the dwell time by a factor near 2.5. If the cluster passes its energy more slowly to the surrounding solid, the factor grows further; at 0.1 ps\(^{-1}\) the rate is below 0.2 of this value. In this symmetric model, a slow measurement would see an average over both wells, not one relaxed structure.

Quantum corrections are small here. Harmonic zero-point energies, with mass \(4m\) for \(Q\), lower the barrier by about 18 meV, a tenth of its value. This shift applies at low temperature. At 300 K every harmonic mode at the well and the pass has \(\hbar\omega<k_BT\), so the motion is nearly classical and the shift must not be inserted into the classical rate. For tunnelling along equal \(x_i\), with the kinetic energy of \(Q\) neglected, the potential above the wells is \(b(u^2-u_w^2)^2/16\), where \(u_w=2x_w\). The exponent is

\[
\frac1\hbar\int_{-u_w}^{u_w}\sqrt{2mV}\,du=\frac{\sqrt{2mb}\,u_w^3}{3\hbar}\approx103 ,
\]

so ground-state tunnelling is negligible. At the pass, an inverted parabola of frequency \(\omega=\sqrt{|\lambda_u|/m}\) transmits as \(e^{-2\pi\epsilon/\hbar\omega}\) at depth \(\epsilon\) well below the top. This equals the thermal factor \(e^{-\epsilon/k_BT}\) at \(T=\hbar\omega/(2\pi k_B)=6.6\) K, far below the temperature of use.

Numbers in the example were calculated in double precision.
